# Rotatory Strengths from Response Eigenvectors: Origin Independence and the Zero-Sum Rule: a numerical check

```python
"""Rotatory strengths from response vectors, their origin dependence and sums.

Result under test, for real orbitals and singlet states (Hartree atomic units):
    R_length   = r_n . l_n
    R_velocity = d_n . l_n / Omega_n
r_n = sum r_ia (X+Y)_ia, d_n = sum <i|grad|a> (X-Y)_ia,
l_n = sum <i|r x grad|a> (X-Y)_ia; i occupied, a virtual, (X+Y).(X-Y) = 1.
The velocity form is origin independent in any fixed finite basis.
The length sum is sum_ia r_ia . l_ia for every kernel; it vanishes when
r times each occupied orbital lies in the basis span.
The velocity sum is grad . (A-B)^-1 l and also needs a matched kernel.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, eigh
from pyscf import gto, scf, ao2mo, dft

NOCC = 2
ATOMS = np.array([[0, 0, -0.7], [0, 0, 0.7],
                  [3.0, -0.42, 0.24], [3.0, 0.42, 1.36]])
EXPONENTS = [0.07, 0.245, 0.86, 3.0, 10.5]
D_EXPONENTS = [0.245, 0.86]
ZERO = np.zeros(3)


def molecule(basis, positions=ATOMS):
    return gto.M(atom=[["H", tuple(x)] for x in positions], basis=basis,
                 unit="Bohr", verbose=0, max_memory=4000)


def orbitals(mol, eri, fraction=1.0):
    """Self-consistent orbitals with the exchange scaled by fraction."""
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.verbose = 0
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100

    def potential(mol_=None, dm=None, *args, **kwargs):
        if dm is None:
            dm = mf.make_rdm1()
        coulomb, exchange = mf.get_jk(mf.mol, dm)
        return coulomb - 0.5 * fraction * exchange

    mf.get_veff = potential
    mf.kernel()
    assert mf.converged
    return mf.mo_energy, mf.mo_coeff


def mo_integrals(eri, c):
    """Coulomb integrals (i p | q r), first index occupied."""
    n = c.shape[1]
    g = ao2mo.incore.general(eri, (c[:, :NOCC], c, c, c), compact=False)
    return g.reshape(NOCC, n, n, n)


def ao_operators(mol, phase, origin=ZERO):
    with mol.with_common_origin(origin):
        r = mol.intor("int1e_r", comp=3)
        l = phase * mol.intor("int1e_cg_irxp", comp=3)
    return r, -mol.intor("int1e_ipovlp", comp=3), l


def ov_operators(mol, c, phase, origin=ZERO):
    return [np.array([c[:, :NOCC].T @ m @ c[:, NOCC:] for m in op]).reshape(3, -1)
            for op in ao_operators(mol, phase, origin)]


def gaps(e):
    return (e[None, NOCC:] - e[:NOCC, None]).ravel()


def response_matrices(gap, bare, w_oovv, w_ovov):
    """Return A-B and A+B for singlet excitations."""
    n = gap.size
    direct = w_oovv.transpose(0, 2, 1, 3).reshape(n, n)
    crossed = w_ovov.transpose(0, 3, 2, 1).reshape(n, n)
    return (np.diag(gap) - direct + crossed,
            np.diag(gap) + 4 * bare.reshape(n, n) - direct - crossed)


def solve_response(minus, plus):
    """Return Omega and the column matrices X+Y and X-Y."""
    low = np.linalg.cholesky(minus)
    squares, t = eigh(low.T @ plus @ low)
    assert squares[0] > 0
    omega = np.sqrt(squares)
    x_plus_y = low @ t / np.sqrt(omega)
    return omega, x_plus_y, plus @ x_plus_y / omega


def strengths(solution, ops):
    omega, u, z = solution
    r_n, d_n, l_n = ops[0] @ u, ops[1] @ z, ops[2] @ z
    return (r_n * l_n).sum(0), (d_n * l_n).sum(0) / omega, r_n, d_n, l_n


def blocks(g):
    return g[:, NOCC:, :NOCC, NOCC:], g[:, :NOCC, NOCC:, NOCC:]


def screened_problem(e, g):
    """Linearized G0W0 energies and BSE matrices with static RPA screening."""
    ovov, oovv = blocks(g)
    gap, n = gaps(e), len(e)
    rpa = solve_response(np.diag(gap),
                         np.diag(gap) + 4 * ovov.reshape(gap.size, gap.size))
    omega, u, _ = rpa
    m = np.sqrt(2) * (g[:, NOCC:].reshape(gap.size, n * n).T @ u)
    m = m.reshape(n, n, -1)
    side = np.where(np.arange(n) < NOCC, 1.0, -1.0)
    denom = (e[:, None, None] - e[None, :, None]
             + side[None, :, None] * omega[None, None, :])
    sigma = (m**2 / denom).sum((1, 2))
    slope = -(m**2 / denom**2).sum((1, 2))
    qp = e + sigma / (1 - slope)
    mo, mv, mx = m[:NOCC, :NOCC], m[NOCC:, NOCC:], m[:NOCC, NOCC:]
    w_oovv = oovv - 2 * np.einsum("ijs,abs->ijab", mo / omega, mv, optimize=True)
    w_ovov = ovov - 2 * np.einsum("ias,jbs->iajb", mx / omega, mx, optimize=True)
    return qp, response_matrices(gaps(qp), ovov, w_oovv, w_ovov)


def mismatch(minus, ops):
    """Relative norm of (A-B) r - grad."""
    return np.linalg.norm(ops[0] @ minus - ops[1]) / np.linalg.norm(ops[1])


def velocity_sum(minus, ops):
    return np.sum(ops[1] * np.linalg.solve(minus, ops[2].T).T)


# Quadrature fixes the phase convention of the angular integral and checks it.
small = molecule("6-31g")
grid = dft.gen_grid.Grids(small)
grid.level = 5
grid.build()
ao = small.eval_gto("GTOval_sph_deriv1", grid.coords)
weighted = ao[0] * grid.weights[:, None]
grad_grid = np.array([weighted.T @ ao[k + 1] for k in range(3)])
turn = np.cross(grid.coords[:, None, :], ao[1:].transpose(1, 2, 0))
l_grid = np.array([weighted.T @ turn[:, :, k] for k in range(3)])
PHASE = np.sign(np.vdot(l_grid, small.intor("int1e_cg_irxp", comp=3)))
_, grad_ao, l_ao = ao_operators(small, PHASE)
assert np.allclose(grad_ao, grad_grid, atol=2e-4)
assert np.allclose(l_ao, l_grid, atol=2e-4)


def small_tdhf(mol):
    eri = mol.intor("int2e", aosym="s8")
    e, c = orbitals(mol, eri)
    ovov, oovv = blocks(mo_integrals(eri, c))
    sol = solve_response(*response_matrices(gaps(e), ovov, oovv, ovov))
    return eri, e, c, sol, strengths(sol, ov_operators(mol, c, PHASE))


# Real-time propagation after an electric kick, without response vectors.
eri, e, c, sol, st = small_tdhf(small)
n = len(e)
g4 = ao2mo.restore(1, ao2mo.incore.full(eri, c), n)
kernel = (2 * g4 - g4.transpose(0, 3, 1, 2)).reshape(n * n, n * n)
p0 = np.diag((np.arange(n) < NOCC).astype(complex))
core = np.diag(e) - (kernel @ p0.ravel()).reshape(n, n)
r_ao, _, l_ao = ao_operators(small, PHASE)
r_mo = np.array([c.T @ x @ c for x in r_ao])
m_mo = 0.5j * np.array([c.T @ x @ c for x in l_ao])


def rate(p):
    f = core + (kernel @ p.ravel()).reshape(n, n)
    return -1j * (f @ p - p @ f)


kick, dt, steps, every = 1e-4, 0.01, 300, 50
signal = np.zeros(steps // every + 1)
for axis in range(3):
    for sign in (1, -1):
        rot = expm(1j * sign * kick * r_mo[axis])
        p = rot @ p0 @ rot.conj().T
        for step in range(steps + 1):
            if step % every == 0:
                moment = 2 * np.trace(m_mo[axis] @ p).real
                signal[step // every] += sign * moment / (2 * kick)
            k1 = rate(p)
            k2 = rate(p + dt / 2 * k1)
            k3 = rate(p + dt / 2 * k2)
            k4 = rate(p + dt * k3)
            p = p + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
times = dt * every * np.arange(len(signal))
predicted = -2 * np.cos(np.outer(times, sol[0])) @ st[0]
kick_error = np.max(np.abs(signal - predicted))
assert np.max(np.abs(predicted)) > 1e-4
assert kick_error < 1e-5 * max(1.0, np.max(np.abs(predicted)))
assert kick_error < 0.01 * np.max(np.abs(predicted))

# A mirror image must have all strengths reversed.
mirrored = small_tdhf(molecule("6-31g", ATOMS * np.array([1, -1, 1])))[4]
assert np.allclose(mirrored[0], -st[0], atol=1e-5)
assert np.allclose(mirrored[1], -st[1], atol=1e-5)

# Nested bases: s only, matching p added, then d functions added.
s_shells = [[0, [x, 1.0]] for x in EXPONENTS]
p_shells = [[1, [x, 1.0]] for x in EXPONENTS]
d_shells = [[2, [x, 1.0]] for x in D_EXPONENTS]
families = {"s": s_shells, "sp": s_shells + p_shells,
            "spd": s_shells + p_shells + d_shells}
data = {}
for name, shells in families.items():
    mol = molecule({"H": shells})
    eri = mol.intor("int2e", aosym="s8")
    e, c = orbitals(mol, eri)
    g = mo_integrals(eri, c)
    ovov, oovv = blocks(g)
    ops = ov_operators(mol, c, PHASE)
    hf_mats = response_matrices(gaps(e), ovov, oovv, ovov)
    qp, bse_mats = screened_problem(e, g)
    hf_sol, bse_sol = solve_response(*hf_mats), solve_response(*bse_mats)
    hf_st, bse_st = strengths(hf_sol, ops), strengths(bse_sol, ops)
    trace = np.sum(ops[0] * ops[2])
    assert np.allclose([hf_st[0].sum(), bse_st[0].sum()], trace, atol=1e-7)
    assert np.isclose(hf_st[1].sum(), velocity_sum(hf_mats[0], ops), atol=1e-7)
    assert np.isclose(bse_st[1].sum(), velocity_sum(bse_mats[0], ops), atol=1e-7)
    occ = c[:, :NOCC]
    r_ao = mol.intor("int1e_r", comp=3)
    leak = np.trace(occ.T @ mol.intor("int1e_r2") @ occ) - sum(
        np.linalg.norm(c.T @ x @ occ)**2 for x in r_ao)
    data[name] = dict(mol=mol, c=c, e=e, qp=qp, leak=leak, trace=trace,
                      hf=hf_st, bse=bse_st, hf_sol=hf_sol, bse_sol=bse_sol,
                      hf_mis=mismatch(hf_mats[0], ops),
                      bse_mis=mismatch(bse_mats[0], ops))
assert data["s"]["leak"] > data["sp"]["leak"] > data["spd"]["leak"] > -1e-8
assert data["spd"]["hf_mis"] < 0.5 * data["s"]["hf_mis"]

# Keep the s-only occupied orbitals and enlarge only the virtual space.
mol_s, mol_sp = data["s"]["mol"], data["sp"]["mol"]
overlap = mol_sp.intor("int1e_ovlp")
embedded = np.linalg.solve(overlap, gto.intor_cross("int1e_ovlp", mol_sp, mol_s)
                           @ data["s"]["c"][:, :NOCC])
r_ao, _, l_ao = ao_operators(mol_sp, PHASE)
closed_sum = -sum(np.trace(embedded.T @ a @ np.linalg.solve(overlap, b @ embedded))
                  for a, b in zip(r_ao, l_ao))
assert abs(closed_sum) < 1e-7
assert abs(data["s"]["trace"]) > 100 * abs(closed_sum)

# Matched and mismatched exchange in the largest basis.
# The loop above leaves mol, eri, e, c, ovov, oovv and ops for this basis.
half_e, half_c = orbitals(mol, eri, 0.5)
half_ovov, half_oovv = blocks(mo_integrals(eri, half_c))
half_ops = ov_operators(mol, half_c, PHASE)
matched = response_matrices(gaps(half_e), half_ovov,
                            0.5 * half_oovv, 0.5 * half_ovov)[0]
mixed = response_matrices(gaps(e), ovov, 0.5 * oovv, 0.5 * ovov)[0]
mis_matched, mis_mixed = mismatch(matched, half_ops), mismatch(mixed, ops)
assert max(mis_matched, data["spd"]["hf_mis"]) < 0.5 * mis_mixed

# Recompute the integrals at a displaced origin.
shift = np.array([10.0, -7.0, 5.0])
best = data["spd"]
omega = best["bse_sol"][0]
RL, RV, r_n, d_n, l_n = best["bse"]
moved = strengths(best["bse_sol"], ov_operators(mol, c, PHASE, shift))
assert np.allclose(moved[1], RV, atol=1e-7)
change = -np.sum(r_n * np.cross(shift, d_n.T).T, axis=0)
assert np.allclose(moved[0] - RL, change, atol=1e-7)
assert np.max(np.abs(moved[0] - RL)) > 1e-4

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = 100 * const.physical_constants["Bohr radius"][0]
magneton = const.physical_constants["Bohr magneton"][0]
to_cgs = const.e * const.c * 10 * bohr_cm * 2 * magneton * 1e3 / 1e-40


def vector(v):
    return " ".join(f"{x:.6f}" for x in v)


print("All strengths R in atomic units (e^2 hbar bohr / m_e) unless stated")
for k, x in enumerate(ATOMS):
    print(f"H atom {k + 1} position (bohr): {vector(x)}")
print("s and p exponents (bohr^-2):", *EXPONENTS)
print("d exponents (bohr^-2):", *D_EXPONENTS)
print(f"Kick test, 6-31G TDHF: largest signal {np.max(np.abs(predicted)):.6f} a.u.,"
      f" largest error {kick_error:.1e} a.u.")
for name, q in data.items():
    print(f"Basis {name}: functions {len(q['e'])}, states {len(q['hf_sol'][0])},"
          f" norm^2 of r*phi outside span {q['leak']:.6f} bohr^2")
    print(f"  sum R length, TDHF and BSE: {q['hf'][0].sum():.7f}"
          f" {q['bse'][0].sum():.7f}")
    print(f"  sum R velocity, TDHF and BSE: {q['hf'][1].sum():.7f}"
          f" {q['bse'][1].sum():.7f}")
    print(f"  relative mismatch of (A-B)r and grad, TDHF and BSE:"
          f" {q['hf_mis']:.5f} {q['bse_mis']:.5f}")
print(f"s-only occupied orbitals, s virtuals: sum R length {data['s']['trace']:.7f}")
print(f"same occupied orbitals, sp virtuals: sum R length {closed_sum:.1e}")
print(f"Exchange 0.5 in orbitals and kernel: mismatch {mis_matched:.5f},"
      f" sum R velocity {velocity_sum(matched, half_ops):.7f}")
print(f"Exchange 1 in orbitals, 0.5 in kernel: mismatch {mis_mixed:.5f},"
      f" sum R velocity {velocity_sum(mixed, ops):.7f}")
print("spd HF energies, orbitals 1-3 (hartree):", vector(best["e"][:3]))
print("spd G0W0 energies, orbitals 1-3 (hartree):", vector(best["qp"][:3]))
print("Displaced origin (bohr):", vector(shift))
for k in range(4):
    print(f"BSE state {k + 1}: Omega {omega[k]:.6f} hartree,"
          f" R length {RL[k]:.6f}, R velocity {RV[k]:.6f}")
    print(f"  displaced origin: R length {moved[0][k]:.6f},"
          f" R velocity {moved[1][k]:.6f}")
print("State 1 r_n (bohr):", vector(r_n[:, 0]))
print("State 1 d_n (bohr^-1):", vector(d_n[:, 0]))
print("State 1 l_n (dimensionless):", vector(l_n[:, 0]))
print("State 1 l_n at displaced origin (dimensionless):", vector(moved[4][:, 0]))
print(f"State 1 Omega: {omega[0] * hartree_ev:.4f} eV")
print(f"Conversion of R: 1 a.u. = {to_cgs:.3f} x 10^-40 cgs")
print(f"State 1 R velocity: {RV[0] * to_cgs:.3f} x 10^-40 cgs")
print(f"BSE sum of R velocity over lowest 10 states: {RV[:10].sum():.6f}")
print(f"BSE sum of |R velocity| over all states: {np.abs(RV).sum():.6f}")
print("OK")
```

Running it gives:

```
All strengths R in atomic units (e^2 hbar bohr / m_e) unless stated
H atom 1 position (bohr): 0.000000 0.000000 -0.700000
H atom 2 position (bohr): 0.000000 0.000000 0.700000
H atom 3 position (bohr): 3.000000 -0.420000 0.240000
H atom 4 position (bohr): 3.000000 0.420000 1.360000
s and p exponents (bohr^-2): 0.07 0.245 0.86 3.0 10.5
d exponents (bohr^-2): 0.245 0.86
Kick test, 6-31G TDHF: largest signal 0.127749 a.u., largest error 2.8e-09 a.u.
Basis s: functions 20, states 36, norm^2 of r*phi outside span 2.702228 bohr^2
  sum R length, TDHF and BSE: 0.0682847 0.0682847
  sum R velocity, TDHF and BSE: 0.0478189 0.0483172
  relative mismatch of (A-B)r and grad, TDHF and BSE: 1.11691 1.10250
Basis sp: functions 80, states 156, norm^2 of r*phi outside span 0.003387 bohr^2
  sum R length, TDHF and BSE: 0.0000041 0.0000041
  sum R velocity, TDHF and BSE: 0.0001615 -0.0010712
  relative mismatch of (A-B)r and grad, TDHF and BSE: 0.03819 0.05182
Basis spd: functions 120, states 236, norm^2 of r*phi outside span 0.001347 bohr^2
  sum R length, TDHF and BSE: 0.0000471 0.0000471
  sum R velocity, TDHF and BSE: 0.0001111 -0.0017949
  relative mismatch of (A-B)r and grad, TDHF and BSE: 0.03952 0.05461
s-only occupied orbitals, s virtuals: sum R length 0.0682847
same occupied orbitals, sp virtuals: sum R length 7.1e-17
Exchange 0.5 in orbitals and kernel: mismatch 0.03406, sum R velocity -0.0001309
Exchange 1 in orbitals, 0.5 in kernel: mismatch 0.30953, sum R velocity 0.0007600
spd HF energies, orbitals 1-3 (hartree): -0.679793 -0.502785 0.083560
spd G0W0 energies, orbitals 1-3 (hartree): -0.681012 -0.516498 0.074291
Displaced origin (bohr): 10.000000 -7.000000 5.000000
BSE state 1: Omega 0.367436 hartree, R length -0.062289, R velocity -0.067566
  displaced origin: R length -0.062271, R velocity -0.067566
BSE state 2: Omega 0.403216 hartree, R length 0.077964, R velocity 0.082018
  displaced origin: R length 0.079723, R velocity 0.082018
BSE state 3: Omega 0.429033 hartree, R length -0.000632, R velocity -0.000744
  displaced origin: R length 0.004237, R velocity -0.000744
BSE state 4: Omega 0.478748 hartree, R length 0.000591, R velocity 0.000568
  displaced origin: R length 0.000560, R velocity 0.000568
State 1 r_n (bohr): -0.009334 0.067086 -0.024958
State 1 d_n (bohr^-1): -0.003193 0.026748 -0.009781
State 1 l_n (dimensionless): -0.085549 -0.821050 0.320790
State 1 l_n at displaced origin (dimensionless): -0.020278 -0.902898 0.075659
State 1 Omega: 9.9985 eV
Conversion of R: 1 a.u. = 471.444 x 10^-40 cgs
State 1 R velocity: -31.854 x 10^-40 cgs
BSE sum of R velocity over lowest 10 states: -0.053523
BSE sum of |R velocity| over all states: 1.370831
OK
```
